# GMRES residual norms as products of Givens sines, part 1

(Sections cited here and not found follow in the second part.)

## I. From the Krylov space to the product formula

A chain of six sites with one absorbing site gives a linear system of six complex equations. Five steps of the generalised minimal residual method, GMRES, reduce its residual norm from 1 to 0.4042. The same number is obtained by multiplying five sines,

$$
0.9428 \times 0.6508 \times 0.7677 \times 0.9859 \times 0.8703 = 0.4042 ,
$$

and none of these sines requires the approximate solution. They come from a small matrix of projected coefficients. The theorem below explains why their product is the norm of a vector that has never been formed.

### Setting and statement

Let $A$ be a complex $N \times N$ matrix, not necessarily Hermitian. We want to solve $A x = b$, starting from a guess $x_0$. Define

$$
r_0 = b - A x_0 , \qquad \beta = \| r_0 \| > 0 .
$$

If $r_0$ were zero, the guess would already be a solution. The norm is the Euclidean one, $\|u\|^2 = u^\dagger u$, and the inner product $u^\dagger v$ is conjugate-linear in its first argument. The Krylov space of dimension at most $m$ is

$$
K_m = \mathrm{span}\{ r_0, A r_0, \ldots, A^{m-1} r_0 \} .
$$

The GMRES iterate $x_m$ is the vector in $x_0 + K_m$ for which $r_m = b - A x_m$ has the smallest norm. Arithmetic is taken to be exact until rounding is discussed.

The Arnoldi process, described in Lemma 1, produces coefficients $h_{ij}$ that are zero for $i > j+1$. They fill a matrix $\bar H_m$ with $m+1$ rows and $m$ columns. Its subdiagonal elements $h_{j+1,j}$ are real and nonnegative. Rotations of neighbouring rows will remove them one at a time. Let $a_j$ be the diagonal element of column $j$ after the first $j-1$ rotations have acted, and put

$$
\rho_j = \sqrt{|a_j|^2 + h_{j+1,j}^2}, \qquad
c_j = \frac{a_j}{\rho_j}, \qquad
s_j = \frac{h_{j+1,j}}{\rho_j} .
$$

Here $c_j$ may be complex, while $s_j$ is real and lies between 0 and 1. We call them the cosine and the sine of the rotation, since $|c_j|^2 + s_j^2 = 1$.

**Theorem.** Suppose that $h_{j+1,j} > 0$ for every $j < m$, and that $\rho_m > 0$. Then the GMRES iterate $x_m$ is unique and

$$
\| r_m \| = \beta \, s_1 s_2 \cdots s_m .
$$

The matrix $A$ is not assumed to be invertible. The condition $\rho_m > 0$ holds whenever $h_{m+1,m} > 0$. It needs separate attention when the Arnoldi process stops, a case treated in the second half.

### The Arnoldi relation

Start with $v_1 = r_0 / \beta$. Once $v_1, \ldots, v_j$ are known, compute

$$
h_{ij} = v_i^\dagger A v_j \quad (i \le j), \qquad
w_j = A v_j - \sum_{i=1}^{j} h_{ij} v_i , \qquad
h_{j+1,j} = \| w_j \| .
$$

If $h_{j+1,j} > 0$, set $v_{j+1} = w_j / h_{j+1,j}$ and continue. If it vanishes, the process stops.

**Lemma 1.** Let the process reach $v_{m+1}$, and collect the vectors as columns of $V_m = (v_1, \ldots, v_m)$. Then the vectors are orthonormal, the columns of $V_m$ span $K_m$, and

$$
A V_m = V_{m+1} \bar H_m .
$$

*Proof.* Orthonormality follows by induction. The vector $v_1$ has unit norm. If $v_1, \ldots, v_j$ are orthonormal, then for $k \le j$

$$
v_k^\dagger w_j = v_k^\dagger A v_j - \sum_{i=1}^{j} h_{ij} \, v_k^\dagger v_i
= h_{kj} - h_{kj} = 0 ,
$$

because only the term $i = k$ survives in the sum. Division by the norm of $w_j$ makes $v_{j+1}$ a unit vector.

For the span, we show that $v_j = p_{j-1}(A) r_0$ with a polynomial of degree $j-1$. This is true for $j = 1$, with the constant polynomial $1/\beta$. If it is true up to $j$, then $w_j$ contains $A v_j$, a polynomial of degree $j$ acting on $r_0$, minus terms of lower degree. Hence it is true for $j+1$. The $m$ vectors $v_1, \ldots, v_m$ therefore lie in $K_m$. They are linearly independent, and $K_m$ is spanned by $m$ vectors, so they form a basis of it.

Finally, the definition of $w_j$ can be rearranged as

$$
A v_j = \sum_{i=1}^{j} h_{ij} v_i + h_{j+1,j} v_{j+1}
= \sum_{i=1}^{j+1} h_{ij} v_i .
$$

This is column $j$ of the stated matrix relation. $\square$

The components may also be subtracted one after another, with each coefficient computed from the current remainder. The coefficients are then the same, because the components already removed are orthogonal to $v_i$.

### Reduction to a small least-squares problem

**Lemma 2.** Write a trial vector as $x = x_0 + V_m y$, with $y$ a column of $m$ complex numbers. Then

$$
\| b - A x \| = \| \beta e_1 - \bar H_m y \| ,
$$

where $e_1$ is the first unit vector with $m+1$ components.

*Proof.* By Lemma 1, every vector of $x_0 + K_m$ has this form. Substitution gives

$$
b - A x = r_0 - A V_m y = \beta v_1 - V_{m+1} \bar H_m y
= V_{m+1} ( \beta e_1 - \bar H_m y ) .
$$

The last step uses $v_1 = V_{m+1} e_1$. Call the vector in parentheses $u$. Since the columns of $V_{m+1}$ are orthonormal,

$$
\| V_{m+1} u \|^2 = u^\dagger V_{m+1}^\dagger V_{m+1} u = u^\dagger u = \| u \|^2 . \qquad \square
$$

If the process stops at step $m$, there is no $v_{m+1}$. Then $A V_m = V_m H_m$, where $H_m$ denotes the first $m$ rows of $\bar H_m$. The same calculation with $V_m$ in place of $V_{m+1}$ gives the norm of $\beta e_1 - H_m y$. Adding a zero last row changes nothing, so Lemma 2 still holds.

The minimisation over vectors with $N$ components has become one over $m$ coefficients. There are $m+1$ equations for them, so in general they cannot all be satisfied. What remains unsatisfied is the residual.

### Removing the subdiagonal

**Lemma 3.** For $\rho_j > 0$ the matrix

$$
G_j = \begin{pmatrix} c_j^* & s_j \\ -s_j & c_j \end{pmatrix}
$$

is unitary and sends the pair $(a_j, h_{j+1,j})$ to $(\rho_j, 0)$.

*Proof.* With $h = h_{j+1,j}$, the two components after the rotation are

$$
c_j^* a_j + s_j h = \frac{|a_j|^2 + h^2}{\rho_j} = \rho_j , \qquad
- s_j a_j + c_j h = \frac{-h a_j + a_j h}{\rho_j} = 0 .
$$

For unitarity, multiply by the adjoint:

$$
G_j G_j^\dagger =
\begin{pmatrix} c_j^* & s_j \\ -s_j & c_j \end{pmatrix}
\begin{pmatrix} c_j & -s_j \\ s_j & c_j^* \end{pmatrix}
=
\begin{pmatrix} |c_j|^2 + s_j^2 & -c_j^* s_j + s_j c_j^* \\ -s_j c_j + c_j s_j & s_j^2 + |c_j|^2 \end{pmatrix} .
$$

The diagonal elements equal 1 and the others cancel. $\square$

Let $\Omega_j$ be the unit matrix of size $m+1$ with $G_j$ placed in rows and columns $j$ and $j+1$. Define $Q_m = \Omega_m \cdots \Omega_2 \Omega_1$, which is unitary as a product of unitary matrices.

**Lemma 4.** Under the assumptions of the theorem,

$$
Q_m \bar H_m = \begin{pmatrix} R_m \\ 0 \end{pmatrix} ,
$$

where $R_m$ is upper triangular with diagonal elements $\rho_1, \ldots, \rho_m$, all positive.

*Proof.* Follow column $j$. Initially it has nonzero elements at most in rows 1 to $j+1$. The rotations $\Omega_1, \ldots, \Omega_{j-1}$ act on rows 1 to $j$, so they leave $h_{j+1,j}$ untouched and produce $a_j$ in row $j$. Then $\Omega_j$ replaces the pair by $(\rho_j, 0)$. A later rotation $\Omega_k$, with $k > j$, mixes rows $k$ and $k+1$. Both lie below row $j$, where this column is now zero. The finished column does not change again. $\square$

This argument also shows that the calculation can proceed as the columns arrive. A new column needs the stored earlier rotations and then one new rotation. No earlier column has to be revisited.

### The right-hand side and the proof of the theorem

The same rotations must act on $\beta e_1$. Before $\Omega_j$ acts, let $\tau_j$ be the entry in row $j$. The entry below it is still zero. Therefore

$$
G_j \begin{pmatrix} \tau_j \\ 0 \end{pmatrix}
= \begin{pmatrix} c_j^* \tau_j \\ - s_j \tau_j \end{pmatrix} .
$$

The upper entry is finished, and we call it $g_j = c_j^* \tau_j$. The lower entry is passed to the next rotation. Thus

$$
\tau_1 = \beta, \qquad \tau_{j+1} = - s_j \tau_j , \qquad
\tau_{m+1} = (-1)^m \beta \, s_1 s_2 \cdots s_m .
$$

*Proof of the theorem.* Multiplication by the unitary $Q_m$ preserves the norm in Lemma 2. Let $g$ have components $g_1, \ldots, g_m$. Then

$$
\| \beta e_1 - \bar H_m y \|^2
= \left\| \begin{pmatrix} g - R_m y \\ \tau_{m+1} \end{pmatrix} \right\|^2
= \| g - R_m y \|^2 + | \tau_{m+1} |^2 .
$$

The second term does not contain $y$. The first is nonnegative, and it vanishes for the unique solution of $R_m y = g$, since $R_m$ is triangular with a nonzero diagonal. The columns of $V_m$ are independent, so $x_m = x_0 + V_m y$ is unique too. The smallest norm is $|\tau_{m+1}|$, which is the stated product. $\square$

The formula has a simple meaning as a division of the initial squared norm. At step $j$,

$$
|\tau_j|^2 - |\tau_{j+1}|^2 = (1 - s_j^2) |\tau_j|^2 = |c_j|^2 |\tau_j|^2 = |g_j|^2 .
$$

The cosine measures the part of the current residual that the new direction can remove, and the sine measures the part that survives. Because $s_j \le 1$, the residual norm cannot increase.

### Two steps by hand

The opening example has hopping $t = 1$ eV and an absorbing term $-i\gamma$ on site 5, with $\gamma = 0.5$ eV. Its Hamiltonian is

$$
H = -t \sum_{j=1}^{5} \left( e_j e_{j+1}^\dagger + e_{j+1} e_j^\dagger \right) - i \gamma \, e_5 e_5^\dagger .
$$

Here $e_j$ is the unit vector of site $j$. We solve $(E - H) x = e_3$ at $E = 0.5$ eV with $x_0 = 0$. Thus $A = E - H$, $\beta = 1$, and the minus sign in front of $H$ makes the hopping elements of $A$ positive. In the following equations energies are in eV.

The first vector is $v_1 = e_3$, and

$$
A v_1 = \tfrac12 e_3 + e_2 + e_4 .
$$

Hence $h_{11} = \tfrac12$, $h_{21} = \sqrt2$ and $v_2 = (e_2 + e_4)/\sqrt2$. Next,

$$
A v_2 = \tfrac12 v_2 + \frac{e_1 + 2 e_3 + e_5}{\sqrt2} .
$$

This gives $h_{12} = \sqrt2$, $h_{22} = \tfrac12$, $h_{32} = 1$ and $v_3 = (e_1 + e_5)/\sqrt2$.

The first rotation has $a_1 = \tfrac12$ and

$$
\rho_1 = \sqrt{\tfrac14 + 2} = \tfrac32 , \qquad c_1 = \tfrac13, \qquad
s_1 = \tfrac{2\sqrt2}{3} = 0.9428 .
$$

Applied to the upper two elements of column 2, it gives

$$
R_{12} = \tfrac13 \sqrt2 + \tfrac{2\sqrt2}{3} \cdot \tfrac12 = \tfrac{2\sqrt2}{3}, \qquad
a_2 = - \tfrac{2\sqrt2}{3} \sqrt2 + \tfrac13 \cdot \tfrac12 = - \tfrac76 .
$$

The second rotation therefore has

$$
\rho_2 = \sqrt{\tfrac{49}{36} + 1} = \tfrac{\sqrt{85}}{6}, \qquad
c_2 = - \tfrac{7}{\sqrt{85}}, \qquad s_2 = \tfrac{6}{\sqrt{85}} = 0.6508 .
$$

The predicted residual norm after two steps is $s_1 s_2 = 4\sqrt2/\sqrt{85} = 0.6136$. To compare this with the definition, we now form the solution. The rotated right-hand side is $g_1 = \tfrac13$ and $g_2 = c_2 \tau_2 = 0.7158$. Back substitution gives

$$
y_2 = \frac{g_2}{\rho_2} = \frac{28\sqrt2}{85}, \qquad
y_1 = \frac{g_1 - R_{12} y_2}{\rho_1} = - \frac{6}{85} ,
$$

in 1/eV. The corresponding vectors are

$$
x_2 = \tfrac{1}{85} (0, 28, -6, 28, 0, 0)^T , \qquad
r_2 = \tfrac{1}{85} (-28, -8, 32, -8, -28, 0)^T .
$$

The squares of the numerators in $r_2$ add up to 2720. Thus $\| r_2 \| = \sqrt{2720}/85 = 0.6136$, in agreement with the product.

## II. Stagnation, breakdown and many energies

The symbols carried over are these. The Arnoldi relation is $A V_m = V_{m+1} \bar H_m$, and $H_m$ is the upper square part of $\bar H_m$. Rotation $j$ acts on the diagonal element $a_j$ and the subdiagonal element $h_{j+1,j}$, with $\rho_j^2 = |a_j|^2 + h_{j+1,j}^2$, $c_j = a_j/\rho_j$ and $s_j = h_{j+1,j}/\rho_j$. The product $Q_m$ of the rotations turns $\bar H_m$ into an upper triangular $R_m$ above a zero row. It turns $\beta e_1$ into $g$ above the entry $\tau_{m+1}$, where $\tau_1 = \beta$ and $\tau_{j+1} = -s_j \tau_j$. GMRES solves $R_m y = g$, and its residual norm is $|\tau_{m+1}| = \beta s_1 \cdots s_m$.

### The direction of the residual

The rotations determine the residual vector as well as its norm. At the minimum, only the last component of the rotated small residual remains. Undoing the rotations gives

$$
r_m = \tau_{m+1} V_{m+1} Q_m^\dagger e_{m+1} ,
$$

provided that $v_{m+1}$ exists. It follows that

$$
(A V_m)^\dagger r_m
= \tau_{m+1} \bar H_m^\dagger V_{m+1}^\dagger V_{m+1} Q_m^\dagger e_{m+1}
= \tau_{m+1} ( Q_m \bar H_m )^\dagger e_{m+1} = 0 .
$$

The last equality holds because the last row of $Q_m \bar H_m$ is zero. The residual is orthogonal to $A K_m$, the set of all changes that the trial vectors can make to it. In the hand calculation, $A e_3$ has components 1, ½ and 1 on sites 2, 3 and 4. Its inner product with $r_2$ is $(-8 + 16 - 8)/85 = 0$.

### Comparison with the Galerkin solution

A different method uses the same Krylov space but requires the residual to be orthogonal to $K_m$ itself. This is the full orthogonalisation method, FOM, also called the Galerkin method. Multiplying $V_{m+1}(\beta e_1 - \bar H_m y)$ by $V_m^\dagger$ keeps the first $m$ components, so the condition is $H_m y^G = \beta e_1$.

The GMRES residual norm has been shown to equal the initial norm times a product of sines, and the residual to be orthogonal to $A K_m$. What remains is the comparison with the Galerkin solution, followed by stagnation, breakdown, the use of one Arnoldi run for many energies, and the effects of absorption and rounding.
